# Why Static Screening Can Overestimate Suppression of Polar-Optical Scattering

## Definitions and conventions

Hartree atomic units are used. The channel is a thin sheet of electrons with one parabolic band of mass \(m\), spin degeneracy two and density \(n\) per area, so that \(k_F=\sqrt{2\pi n}\) and \(v_F=k_F/m\). It lies in a uniform polar medium; image charges, interface modes and the finite width of the sheet are left out. The electrons respond in the random-phase approximation: each moves independently in the total field. The temperature is zero until stated otherwise.

The lattice is one undamped, dispersionless oscillator,

\[
\varepsilon_L(\omega)=\varepsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2}
=\varepsilon_\infty\left[1+\frac{\Delta}{\omega_T^2-\omega^2}\right],\qquad \Delta=\omega_L^2-\omega_T^2 .
\]

At \(\omega=0\) this gives \(\varepsilon_0=\varepsilon_\infty\omega_L^2/\omega_T^2\), hence

\[
C\equiv\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}
=\frac1{\varepsilon_\infty}\left(1-\frac{\omega_T^2}{\omega_L^2}\right)=\frac{\Delta}{\varepsilon_\infty\omega_L^2}.
\]

A total potential energy \(\phi\) at wavevector \(q\) and frequency \(\omega\) induces the electron density \(\chi\phi\). The electronic screening factor is

\[
\kappa(q,\omega)=1-\frac{2\pi}{\varepsilon_\infty q}\,\chi(q,\omega).
\]

Static screening replaces \(\kappa(q,\omega)\) by \(\kappa(q,0)\). The question is when this makes the phonon coupling too small.

## The lattice alone

A sheet charge in a medium \(\varepsilon\) produces the interaction \(2\pi/(\varepsilon q)\). Since \((\omega_T^2-\omega^2)/(\omega_L^2-\omega^2)=1+\Delta/(\omega^2-\omega_L^2)\), the interaction through the lattice is

\[
\frac{2\pi}{q\,\varepsilon_L}=\frac{2\pi}{q\,\varepsilon_\infty}\left[1+\frac{\Delta}{\omega^2-\omega_L^2}\right].
\]

Exchange of one phonon with coupling \(M_q\) gives, in second order,

\[
M_q^2\left[\frac1{\omega-\omega_L}-\frac1{\omega+\omega_L}\right]=\frac{2\omega_LM_q^2}{\omega^2-\omega_L^2}.
\]

Comparing the two pole terms, \(M_q^2=\pi\Delta/(q\varepsilon_\infty\omega_L)=\pi\omega_LC/q\). The factor \(1/q\) favours forward scattering, where static screening is strongest, as shown below.

## Adding the electrons

An external density \(n_{\rm ext}\) and the induced density \(\chi\phi\) both act through the lattice: \(\phi=(2\pi/q\varepsilon_L)(n_{\rm ext}+\chi\phi)\). Solving for \(\phi\) gives \(\phi=2\pi n_{\rm ext}/(q\varepsilon_{\rm tot})\), with

\[
\varepsilon_{\rm tot}=\varepsilon_L-\frac{2\pi}{q}\chi=\varepsilon_L+\varepsilon_\infty(\kappa-1)
=\varepsilon_\infty\left[\kappa+\frac{\Delta}{\omega_T^2-\omega^2}\right].
\]

Invert this, and divide numerator and denominator by \(\kappa\):

\[
\frac1{\varepsilon_{\rm tot}}
=\frac1{\varepsilon_\infty\kappa}\,\frac{\omega_T^2-\omega^2}{\omega_T^2-\omega^2+\Delta/\kappa}
=\frac1{\varepsilon_\infty\kappa}+\frac{\Delta}{\varepsilon_\infty\kappa^2}\,
\frac1{\omega^2-\omega_T^2-\Delta/\kappa}.
\]

The first term is the electron-electron interaction without the phonon. The second is the phonon part: its strength carries \(1/\kappa^2\), so the amplitude is \(M_q/\kappa\). The relevant frequency is that of the mode. Evaluating \(\kappa\) at \(\omega_L\) is the single-frequency approximation; it neglects the mode shift contained in \(\Delta/\kappa\) and the variation of \(\kappa\) with frequency near the mode.

## Slow and fast electronic transitions

Let \(\phi e^{i(\mathbf q\cdot\mathbf r-\omega t)}\) plus its complex conjugate act on an electron of momentum \(\mathbf p\). To first order the admixtures of \(\mathbf p+\mathbf q\) and \(\mathbf p-\mathbf q\) are \(\phi/(\omega-D_+)\) and \(-\phi^*/(\omega+D_-)\), with \(D_\pm=E_{\mathbf p\pm\mathbf q}-E_{\mathbf p}\). The density component is the first plus the conjugate of the second. The sea is symmetric under \(\mathbf p\to-\mathbf p\), so \(D_-\) may be replaced by \(D_+\equiv D\) in the sum:

\[
\chi=2\int_{p<k_F}\!\frac{d^2p}{(2\pi)^2}\left[\frac1{\omega-D}-\frac1{\omega+D}\right]
=2\int_{p<k_F}\!\frac{d^2p}{(2\pi)^2}\,\frac{2D}{\omega^2-D^2}.
\]

Transitions between two occupied states cancel in pairs, because the integrand is odd in \(D\). The allowed ones have \(D>0\), and each behaves as a driven oscillator.

- If \(D>\omega\), its term in \(\chi\) is negative. The charge follows the field and screens it.
- If \(D<\omega\), its term is positive. Inertia puts the charge in antiphase with the screening response, and it reinforces the field.

A static calculation places every transition in the first class. This is the origin of the error.

## The response in closed form

Write \(\omega-D=(q/m)(a_--p\cos\varphi)\) and \(\omega+D=(q/m)(a_++p\cos\varphi)\), with \(a_\pm=m\omega/q\pm q/2\). For \(a>p\), the substitution \(t=\tan(\varphi/2)\) gives

\[
\int_0^{2\pi}\!\frac{d\varphi}{a-p\cos\varphi}
=\int_{-\infty}^{\infty}\!\frac{2\,dt}{(a-p)+(a+p)t^2}=\frac{2\pi}{\sqrt{a^2-p^2}},
\]

and the same result holds for \(a+p\cos\varphi\). The radial integral is \(\int_0^{k_F}p\,dp/\sqrt{a^2-p^2}=a-\sqrt{a^2-k_F^2}\). With \(R(a)=\sqrt{a-k_F}\sqrt{a+k_F}\) and \(a_--a_+=-q\),

\[
\chi=\frac{m}{\pi q}\left[a_--R(a_-)-a_++R(a_+)\right]
=-\frac m\pi\left[1-\frac{R(a_+)-R(a_-)}q\right].
\]

Approaching real \(\omega\) from above extends this to all \(a_\pm\).

**Static limit.** Here \(a_\pm=\pm q/2\). For \(q\le2k_F\) the two roots are equal and cancel, so

\[
\kappa(q,0)=1+s,\qquad s=\frac{2m}{\varepsilon_\infty q}.
\]

For \(q>2k_F\) the roots have opposite signs and \(\kappa(q,0)=1+s\left[1-\sqrt{1-4k_F^2/q^2}\right]\). In both cases \(\kappa(q,0)>1\).

**Above all transitions.** The largest transition energy is \(qk_F/m+q^2/(2m)\). If \(\omega\) exceeds it, then \(a_->k_F\), both roots are real, and

\[
\kappa(q,\omega)=1-s(g-1),\qquad g=\frac{R(a_+)-R(a_-)}{q}.
\]

Since \(dR/da=a/\sqrt{a^2-k_F^2}\) and \(a_+-a_-=q\), \(g\) is the mean of \(x/\sqrt{x^2-1}\) for \(x\) between \(a_-/k_F\) and \(a_+/k_F\). That function exceeds 1, so \(\kappa(q,\omega)<1\).

**High-frequency limit.** For large \(x\), \(x/\sqrt{x^2-1}\approx1+1/(2x^2)\). With small \(q\), \(x\approx m\omega/(qk_F)\), and

\[
\kappa\approx1-\frac{2m}{\varepsilon_\infty q}\,\frac{q^2k_F^2}{2m^2\omega^2}
=1-\frac{2\pi nq}{\varepsilon_\infty m\omega^2}.
\]

The correction tends to zero with \(q\), whereas the static \(s\) grows as \(1/q\).

## When static screening is certainly too strong

In the single-frequency approximation the coupling strength is multiplied by \(1/|\kappa|^2\), so static screening overestimates the suppression when \(|\kappa(q,\omega)|<\kappa(q,0)\). A sufficient condition is

\[
q\le2k_F,\qquad \omega\ge\frac2{\sqrt3}\,v_Fq+\frac{q^2}{2m}.
\]

The second inequality means \(a_-/k_F\ge2/\sqrt3\). There \(x/\sqrt{x^2-1}=2\), and the function decreases with \(x\), so \(1<g<2\). Therefore \(1-s<\kappa(q,\omega)<1\), which lies between \(-(1+s)\) and \(1+s\). The density may have any value in this model. Independently, \(-1<\kappa(q,\omega)<1\) is also sufficient, and then the coupling is enhanced above its bare value.

## Emission reaches the fast region

The phonon frequency lies above all transitions when \(q^2+2k_Fq<2m\omega_L\), that is, for

\[
q<q_c=\sqrt{k_F^2+2m\omega_L}-k_F .
\]

An electron emitting a phonon goes from \(k\) to \(k'=\sqrt{k^2-2m\omega_L}\), with smallest transfer \(q_{\min}=k-k'\). The condition \(q_{\min}<q_c\) is equivalent to \(q_{\min}^2+2k_Fq_{\min}<2m\omega_L\). The right side equals \(k^2-k'^2=q_{\min}(k+k')\). Division by \(q_{\min}\) gives \(k-k'+2k_F<k+k'\), or \(k'>k_F\).

This is the Pauli condition for an empty final state. At zero temperature every allowed emission therefore has a range of forward angles in which all electronic transitions are slower than the phonon.

## Weighing the angular contributions

The golden rule with \(d^2k'=m\,dE'\,d\theta\) gives

\[
\Gamma=2\pi\!\int\!\frac{d^2k'}{(2\pi)^2}\frac{M_q^2}{|\kappa|^2}\,\delta(E_k-E'-\omega_L)
=\frac{m\omega_LC}{2}\int_0^{2\pi}\!\frac{d\theta}{q\,|\kappa(q,\omega_L)|^2},
\]

where \(q^2=k^2+k'^2-2kk'\cos\theta\). The rate of momentum loss has the extra factor \(1-(k'/k)\cos\theta\).

Take the round parameters \(m=0.07\), \(\varepsilon_\infty=11\), \(\varepsilon_0=13\), \(\omega_L=0.0013\) hartree (35 meV), \(n=3\times10^{-6}\) bohr⁻² (\(1.1\times10^{11}\) cm⁻²) and initial energy 0.0022 hartree. Then \(k_F=0.00434\), \(q_{\min}=0.00632\) and \(q_c=0.00983\) bohr⁻¹. The Fermi energy corresponds to 43 K, so the zero-temperature numbers need a gas well below that. The density parameter \(r_s=m/(\varepsilon_\infty\sqrt{\pi n})\approx2\) is not small, so exchange and correlation, which the random-phase approximation omits, will change the numbers below.

At \(q=0.007\) bohr⁻¹, \(s=0.14/(11\times0.007)=1.818\), so \(\kappa(q,0)=2.818\). For the phonon frequency, \(a_+=0.0165\) and \(a_-=0.0095\) bohr⁻¹, with roots 0.01592 and 0.00845. Thus \(g=0.007469/0.007=1.067\) and \(\kappa=1-1.818\times0.067=0.878\). The static factor \(1/\kappa^2\) is 0.126; the dynamic one is 1.30. One predicts strong suppression, the other a moderate enhancement.

The emission rate separates as follows, in units of \(10^{-4}\) hartree:

| Range | Bare | Static | Dynamic |
|---|---|---|---|
| \(q<q_c\) | 0.925 | 0.141 | 1.307 |
| \(q>q_c\) | 1.662 | 1.339 | 1.645 |
| Total | 2.587 | 1.480 | 2.952 |

The forward range supplies \(1.166/1.472=79\,\%\) of the difference between the dynamic and static totals. The total rates are 10.7, 6.1 and 12.2 ps⁻¹. They hold for a sheet of zero width; the finite width of a real channel weakens the bare coupling, most at large \(q\), so these are not predictions for a particular device. Static screening removes 43 % of the bare rate, while the single-frequency dynamic result lies 14 % above it.

For momentum loss, the weight is \(1-0.011225/0.01755=0.36\) at \(\theta=0\) and 1.64 at \(\theta=\pi\). Forward events count less, and the dynamic-to-static ratio falls from 1.99 to 1.40.

At large \(q\) the order reverses slightly. At 0.025 bohr⁻¹ the smallest transition energy, \(q^2/(2m)-qk_F/m=0.0029\) hartree, exceeds \(\omega_L\). Every term then has \(2D/(D^2-\omega_L^2)>2/D\), so the dynamic \(\kappa\), 1.035, is larger than the static 1.032.

## The correction from mode coupling

In the undamped range the mode frequency \(\tilde\omega\) solves \(F(\omega)=\omega^2-\omega_T^2-\Delta/\kappa(q,\omega)=0\). Near it \(F\approx F'(\tilde\omega)(\omega-\tilde\omega)\), with \(F'=2\omega+\Delta\kappa'/\kappa^2\) and \(\kappa'=\partial\kappa/\partial\omega\). The weight of the mode in \(-\operatorname{Im}(1/\varepsilon_{\rm tot})\) is therefore

\[
A=\frac{\pi\Delta}{\varepsilon_\infty\kappa^2\left(2\tilde\omega+\Delta\kappa'/\kappa^2\right)},
\]

against \(\pi\Delta/(2\varepsilon_\infty\omega_L)\) without electrons. Above the transitions \(\kappa'>0\), since their antiphase response weakens as \(\omega\) rises. In the example \(\tilde\omega>\omega_L\) as well. Both effects reduce the enhancement.

For static screening, put the constant \(\kappa_s=\kappa(q,0)\) into the same formulas: then \(\kappa'=0\), the mode lies at \(\omega_s=\sqrt{\omega_T^2+\Delta/\kappa_s}\), and its weight is \(\omega_L/(\omega_s\kappa_s^2)\) times the bare one.

At \(q=0.007\) bohr⁻¹ the coupled-mode weight is 1.24 times the bare one, against 1.30 from the single-frequency estimate and 0.13 from static screening. At 0.009 bohr⁻¹ the values are 1.42, 1.64 and 0.25. The single-frequency estimate is thus 5 % and 15 % too high relative to the coupled-mode weight, while the static one is too low by factors of about 9 and 6. The 14 % excess of the total rate over the bare rate is therefore not a firm result. The phonon term of \(-\operatorname{Im}(1/\varepsilon_{\rm tot})\), integrated over angle and over energy losses from 0.0009 to 0.0017 hartree, is a net quantity that includes the interference discussed below; it lies only 1 to 2 % above the bare value. What stands is that the static result is much too low.

## Where the argument changes

**Plasmon near the phonon.** At \(n=7.8\times10^{-6}\) bohr⁻² (\(2.8\times10^{11}\) cm⁻²), \(\kappa(q,\omega_L)\) reaches zero at \(q_c\). A zero of \(\kappa\) is a sheet plasmon at the phonon frequency. The factor \(1/\kappa^2\) then diverges, which signals the failure of the single-frequency estimate, not an infinite rate. The full \(\varepsilon_{\rm tot}\) must be used.

**Dense gas, just above the transitions.** For \(n=1.4\times10^{-4}\) bohr⁻² and \(q=0.0028\) bohr⁻¹, \(\kappa(q,\omega_L)=-5.92\) against a static 5.55; it changes quickly with \(q\) so close to the edge. Here \(a_-/k_F=1.05\), below \(2/\sqrt3\approx1.15\), so the sufficient condition is not met. In the single-frequency estimate the antiphase response is so large that it suppresses the coupling slightly more than static screening does. This estimate does not describe an undamped mode: the transitions extend to 0.00124 hartree, above \(\omega_T=0.00120\) hartree, and the phonon term of the full response peaks near 0.00119 hartree, among the transitions.

**Dense gas, slow phonon.** If \(|a_\pm|<k_F\), both roots are imaginary, so \(\operatorname{Re}\kappa=1+s\), the static value, and any imaginary part increases \(|\kappa|\). At the same density and \(q=0.02\) bohr⁻¹, \(\kappa=1.636+0.105i\). Static screening is then accurate to about 0.4 % in \(1/|\kappa|^2\).

**Damped response.** When \(\kappa\) is complex, the golden rule with \(1/|\kappa|^2\) counts phonons emitted at lowest order in the coupling; their later reabsorption by the electrons is not included. The net change in energy loss also contains interference with direct pair creation. Integrating the phonon term of \(-\operatorname{Im}(1/\varepsilon_{\rm tot})\) across a narrow, weakly coupled mode, with \(\kappa\) held fixed, gives an area proportional to \(\operatorname{Re}(1/\kappa^2)=1/|\kappa|^2-2[\operatorname{Im}(1/\kappa)]^2\). At \(q=0.015\) bohr⁻¹ in the first example this is \(0.76-0.06=0.70\), so the two quantities must not be interchanged.

**Room temperature.** The sum for \(\chi\) now contains the Fermi function, whose tail includes transitions faster than the phonon at every \(q\). The sharp undamped range disappears. At 300 K and \(n=10^{-5}\) bohr⁻² (\(3.6\times10^{11}\) cm⁻²), with the same initial energy of 0.0022 hartree, the emission rate is 0.59 of the bare rate with static screening and 0.80 with dynamic screening. For momentum loss the fractions are 0.69 and 0.80. Bose and Pauli factors are the same for all angles and cancel in these ratios. At this initial energy the gas lowers the total emission and momentum-loss rates in both treatments, though not necessarily the scattering at every angle, and the static one removes about twice as much of the emission rate: 41 % against 20 %. The dynamic fraction depends on the initial energy: for emission it is 0.71 at 0.0015 hartree and 1.06 at 0.004 hartree, while the static one stays near 0.59. The density also differs from that of the cold example, so comparing the two examples does not isolate the effect of temperature. The remaining values are in the numerical output.

## Computed results

```
band mass: 0.07 electron masses
eps_inf, eps_0: 11.0, 13.0 (no unit)
phonon w_L: 0.00130 hartree = 35.37 meV
phonon w_T: 0.001196 hartree
polar factor C: 0.013986 (no unit)
density: 3.00e-06 bohr^-2 = 1.071e+11 cm^-2
Fermi wavevector: 0.004342 bohr^-1
Fermi energy: 0.000135 hartree
initial energy: 0.00220 hartree
initial, final k: 0.017550, 0.011225 bohr^-1
q_min, q_max: 0.006325, 0.028775 bohr^-1
undamped window edge q_c: 0.009831 bohr^-1
q (bohr^-1); static kappa; dynamic Re, Im; 1/|kappa|^2 static, dynamic
0.007; 2.8182; 0.8783, 0.0000; 0.1259, 1.2964
0.009; 2.0423; 0.7806, 0.0000; 0.2398, 1.6413
0.015; 1.1566; 1.1214, 0.2318; 0.7475, 0.7626
0.025; 1.0317; 1.0353, 0.0000; 0.9395, 0.9330
bare emission rate: 2.5873e-04 hartree = 10.696 ps^-1
static emission rate: 1.4799e-04 hartree = 6.118 ps^-1
dynamic emission rate: 2.9517e-04 hartree = 12.203 ps^-1
bare momentum-loss rate: 2.0234e-04 hartree = 8.365 ps^-1
static momentum-loss rate: 1.4973e-04 hartree = 6.190 ps^-1
dynamic momentum-loss rate: 2.0897e-04 hartree = 8.639 ps^-1
bare emission part with q<q_c: 9.2529e-05 hartree
static emission part with q<q_c: 1.4126e-05 hartree
dynamic emission part with q<q_c: 1.3066e-04 hartree
static/bare: emission 0.5720, momentum loss 0.7400
dynamic/bare: emission 1.1408, momentum loss 1.0327
dynamic/static: emission 1.9945, momentum loss 1.3957
mode weight / bare: coupled mode, single-frequency, static
q=0.007 bohr^-1, pole=0.001313 hartree: 1.2399, 1.2964, 0.1327
q=0.009 bohr^-1, pole=0.001325 hartree: 1.4246, 1.6413, 0.2498
density for kappa=0 at edge: 7.780e-06 bohr^-2 = 2.778e+11 cm^-2
300 K thermal energy: 0.000950 hartree
300 K density: 1.00e-05 bohr^-2 = 3.571e+11 cm^-2
300 K static/bare: emission 0.5898, momentum loss 0.6872
300 K dynamic/bare: emission 0.7975, momentum loss 0.8006
dense-gas density: 1.40e-04 bohr^-2
dense, near edge: q=0.002797 bohr^-1, static 5.5511, dynamic -5.8437+0.0000i
dense, deep inside: q=0.020000 bohr^-1, static 1.6364, dynamic 1.6364+0.1053i
```
